# Young's Orthogonal Form from Genealogical Spin Functions, part 1

(Sections cited here and not found follow in the second part.)

## First half: exchanging neighbours in a chain of coupled spins

### What goes wrong without the result

Take three electrons, couple the spins of the first two to a singlet, and add the third with spin up:

$$ B = \frac{1}{\sqrt 2}\,( \alpha\beta\alpha - \beta\alpha\alpha ) . $$

This function has total spin 1/2. Now exchange the spin coordinates of electrons 2 and 3:

$$ P_{23} B = \frac{1}{\sqrt 2}\,( \alpha\alpha\beta - \beta\alpha\alpha ) . $$

The total spin is still 1/2, but electrons 1 and 2 are no longer in a singlet. The overlap $\langle B | P_{23} B\rangle$ comes from the common term $\beta\alpha\alpha$ alone and equals $1/2$. A calculation that kept $B$ as its one spin function would retain a quarter of the squared norm of the exchanged function and lose the other three quarters.

Exchange operators occur throughout spin-adapted many-body theory, because antisymmetry ties every permutation of orbitals to a permutation of spins. One can expand all functions in products of $\alpha$ and $\beta$, permute, and project back, but the product space has dimension $2^N$. What is needed is a rule that gives the exchanged function directly in the spin-adapted basis. For neighbours in the coupling order such a rule exists, and each exchange then mixes at most two functions.

### The functions and their labels

Spins are in units of $\hbar$. Electrons $1,2,\dots,N$ are coupled in that order. Let $\mathbf S_i = \mathbf s_1 + \dots + \mathbf s_i$ be the spin of the first $i$ electrons, and let $S_i$ be its quantum number. Then $S_0 = 0$, $S_1 = 1/2$, and each further electron raises or lowers the partial spin by 1/2, with $S_i \ge 0$. The sequence

$$ T = (S_1, S_2, \dots, S_N), \qquad S_N = S , $$

is called a path. Each path and each $M = -S,\dots,S$ give one genealogical function $X_T^M$.

To construct it, suppose that the functions $|m\rangle$ of the preceding electrons, with spin $l$, are known and obey the standard ladder relations with positive coefficients. Adding one spin at fixed $M$ leaves two products,

$$ u = |M-\tfrac12\rangle\,\alpha , \qquad v = |M+\tfrac12\rangle\,\beta . $$

Let $\mathbf L$ be the spin of the preceding electrons and $\mathbf s$ that of the new one. The square of the total spin is $l(l+1) + 3/4 + 2\mathbf L\cdot\mathbf s$, where

$$ 2\,\mathbf L\cdot\mathbf s = 2L_z s_z + L_+ s_- + L_- s_+ . $$

The first term gives $M-\tfrac12$ on $u$ and $-(M+\tfrac12)$ on $v$. The ladder terms turn $u$ into $v$ and back with the coefficient

$$ c = \sqrt{ l(l+1) - (M-\tfrac12)(M+\tfrac12) } = \sqrt{R^2 - M^2} , \qquad R = l + \tfrac12 . $$

In the basis $(u,v)$, therefore,

$$ 2\,\mathbf L\cdot\mathbf s = -\frac12 + \begin{pmatrix} M & c \\ c & -M \end{pmatrix} . $$

The square of the last matrix is $M^2 + c^2 = R^2$ times the unit matrix, and its trace is zero, so its eigenvalues are $\pm R$. Normalized eigenvectors are

$$ +R:\ \frac{1}{\sqrt{2R}} \begin{pmatrix} \sqrt{R+M} \\ \sqrt{R-M} \end{pmatrix}, \qquad -R:\ \frac{1}{\sqrt{2R}} \begin{pmatrix} -\sqrt{R-M} \\ \sqrt{R+M} \end{pmatrix} . $$

For the first vector, the upper row gives $M\sqrt{R+M} + c\sqrt{R-M} = \sqrt{R+M}\,(M + R - M) = R\sqrt{R+M}$, and the lower row gives $c\sqrt{R+M} - M\sqrt{R-M} = R\sqrt{R-M}$. The second vector is orthogonal to the first and so belongs to the other eigenvalue.

For $+R$, the squared spin is $l(l+1)+\tfrac34+l = (l+\tfrac12)(l+\tfrac32)$, so $S = l+\tfrac12 = R$. For $-R$ it is $l(l+1)+\tfrac34-l-1 = (l-\tfrac12)(l+\tfrac12)$, so $S = l-\tfrac12 = R-1$. Written in terms of the new spin $S$, the two constructions are as follows.

Addition, from parent spin $S-\tfrac12$:

$$ X^M = \frac{ \sqrt{S+M}\; |M-\tfrac12\rangle\,\alpha + \sqrt{S-M}\; |M+\tfrac12\rangle\,\beta }{ \sqrt{2S} } . \tag{1} $$

Subtraction, from parent spin $S+\tfrac12$:

$$ X^M = \frac{ -\sqrt{S-M+1}\; |M-\tfrac12\rangle\,\alpha + \sqrt{S+M+1}\; |M+\tfrac12\rangle\,\beta }{ \sqrt{2S+2} } . \tag{2} $$

The overall signs in (1) and (2) are a convention, the standard one for coupling the new spin on the right. Reversing the sign of (1) or of (2) as a whole would not change the exchange matrices found below, because all paths with the same $N$ and $S$ contain the same number of additions and the same number of subtractions. A sign that varies with the parent spin, however, can reverse off-diagonal elements.

The construction assumed ladder relations with positive coefficients, so the new functions must have them too. The lowered function $S_- X^M$ has spin $S$, projection $M-1$ and the same parent, so it is a multiple of $X^{M-1}$. The size of the factor is $\sqrt{(S+M)(S-M+1)}$, from the norm, and one component settles its sign. In (1), the $\beta$ part of $S_-X^M$ is a sum of non-negative terms, one of them positive, and the $\beta$ coefficient of $X^{M-1}$ is positive. In (2), the $\alpha$ part of $S_-X^M$ comes from lowering the parent in a term with a negative coefficient, and the $\alpha$ coefficient of $X^{M-1}$ is negative as well. The factor is positive in both cases, and the recursion can continue.

### Orthonormality and completeness

The operator $\mathbf S_i^2$ acts on the first $i$ spins alone. Later couplings combine functions with the same partial path, so $X_T^M$ is an eigenfunction of every $\mathbf S_i^2$, with eigenvalue $S_i(S_i+1)$. Two different paths differ in at least one of these eigenvalues, and their functions are orthogonal.

The functions also span the whole product space. At each stage, the products of a complete parent basis with $\alpha$ and $\beta$ are turned into new functions by orthogonal $2\times2$ rotations. At the edges $M = \pm(l+\tfrac12)$ there is a single product, and it is an addition function. Nothing is lost at any stage.

The number of paths follows from counting projections. There are $\binom{N}{N/2-M}$ products with projection $M$, and every multiplet of spin at least $M \ge 0$ contributes one state to them. The number of multiplets with spin $S$ is the difference between the counts at $M=S$ and $M=S+1$:

$$ f(N,S) = \binom{N}{N/2-S} - \binom{N}{N/2-S-1} , $$

where the second term is zero when $S=N/2$.

### What an exchange can change

Let $P_k$ exchange the spin coordinates of electrons $k$ and $k+1$. If this pair has spin $t$, then

$$ 2\,\mathbf s_k\cdot\mathbf s_{k+1} = t(t+1) - \tfrac32 , $$

which is $\tfrac12$ for the triplet and $-\tfrac32$ for the singlet. The triplet functions are symmetric under exchange and the singlet is antisymmetric, so

$$ P_k = \tfrac12 + 2\,\mathbf s_k\cdot\mathbf s_{k+1} = \begin{cases} +1 & \text{pair triplet} \\ -1 & \text{pair singlet.} \end{cases} \tag{3} $$

For $i<k$, $\mathbf S_i$ contains neither electron of the pair. For $i>k$ it contains both, symmetrically. In either case $\mathbf S_i^2$ commutes with $P_k$. There remains $i=k$, where the sum contains electron $k$ but not $k+1$. For $k=1$ this is the constant $\mathbf S_1^2=\tfrac34$, which commutes with $P_1$; for $k>1$ the two operators do not commute. Hence $S_k$ is the only label of the path that $P_k$ can change, and it can do so only for $k>1$. With $S_{k-1}$ and $S_{k+1}$ fixed, $S_k$ has at most two values, so $P_k$ consists of blocks of size one or two.

The blocks do not depend on $M$. Write $P_k X_T^M = \sum_{T'} p_{T'T}(M)\, X_{T'}^M$ and apply $S_-$, which commutes with $P_k$. Every function acquires the same nonzero factor $\sqrt{(S+M)(S-M+1)}$, which cancels, leaving $p_{T'T}(M-1) = p_{T'T}(M)$.

Nor do they depend on the electrons after $k+1$. A longer function is a sum of $(k+1)$-electron functions, with various projections, times products of later spins. The coefficients in this sum depend on $S_{k+1}, S_{k+2}, \dots$, which are the same for both members of a block. Since $P_k$ acts with the same matrix at every projection, that matrix carries over to the longer functions. It is enough to treat $k+1$ electrons at one convenient projection.

### Blocks of size one

Write $j = S_{k-1}$ for the spin before the pair.

If $S_{k+1} = j+1$, both steps are upward. If $S_{k+1} = j-1$, both are downward. In each case $S_k$ has a single possible value. A pair singlet could not change the spin $j$, so the pair is a triplet and the matrix element is $+1$.

If $S_{k+1} = j = 0$, the intermediate spin can only be $1/2$, because it cannot be negative. A triplet added to spin zero would give spin one, so the pair is a singlet and the element is $-1$.

### The block of size two

There remains $S_{k+1} = j$ with $j>0$. Call the two functions $A$, with $S_k = j+\tfrac12$, and $B$, with $S_k = j-\tfrac12$. Choose the projection $j$ for the $k+1$ electrons. Let $|m;\sigma\tau\rangle$ denote the first $k-1$ electrons in the state $|j,m\rangle$ of their path, electron $k$ in $\sigma$, and electron $k+1$ in $\tau$.

For $B$, the last step is an addition with $S=M=j$. In (1) the coefficients are $\sqrt{2j}/\sqrt{2j}=1$ and zero, so electron $k+1$ has spin $\alpha$ and the parent has $S_k = M_k = j-\tfrac12$. That parent comes from (2) with $S=M=j-\tfrac12$, where $S-M+1=1$, $S+M+1=2j$ and $2S+2=2j+1$. Therefore

$$ B = \frac{ -|j-1;\alpha\alpha\rangle + \sqrt{2j}\;|j;\beta\alpha\rangle }{ \sqrt{2j+1} } . \tag{4} $$

For $A$, the last step is a subtraction with $S=M=j$. Formula (2) gives

$$ A = \frac{ -|S_k, j-\tfrac12\rangle\,\alpha + \sqrt{2j+1}\;|S_k, j+\tfrac12\rangle\,\beta }{ \sqrt{2j+2} } , \qquad S_k = j+\tfrac12 . $$

The two parent functions come from (1) with $S=j+\tfrac12$:

$$ |S_k, j+\tfrac12\rangle = |j;\alpha\rangle , \qquad |S_k, j-\tfrac12\rangle = \frac{ \sqrt{2j}\;|j-1;\alpha\rangle + |j;\beta\rangle }{ \sqrt{2j+1} } . $$

Insert them and bring everything over a common denominator. The last term acquires a second factor $\sqrt{2j+1}$:

$$ A = \frac{ -\sqrt{2j}\;|j-1;\alpha\alpha\rangle - |j;\beta\alpha\rangle + (2j+1)\,|j;\alpha\beta\rangle }{ \sqrt{(2j+1)(2j+2)} } . \tag{5} $$

The squared numerator is $2j+1+(2j+1)^2 = (2j+1)(2j+2)$, as normalization requires.

The exchange interchanges the last two spin labels. It leaves $|j-1;\alpha\alpha\rangle$ alone and swaps $|j;\beta\alpha\rangle$ with $|j;\alpha\beta\rangle$. In $\langle B|P_k|B\rangle$ the swapped term has no partner in $B$, so

$$ \langle B|P_k|B\rangle = \frac{(-1)^2}{2j+1} = \frac{1}{2j+1} . $$

In $\langle A|P_k|A\rangle$ the first term contributes $2j$, and the swapped pair contributes $-(2j+1)$ twice:

$$ \langle A|P_k|A\rangle = \frac{ 2j - 2(2j+1) }{ (2j+1)(2j+2) } = -\frac{1}{2j+1} . $$

For the off-diagonal element, $P_kA$ contains $|j;\beta\alpha\rangle$ with numerator $+(2j+1)$. The overlap with $B$ is

$$ \langle B|P_k|A\rangle = \frac{ \sqrt{2j} + \sqrt{2j}\,(2j+1) }{ (2j+1)\sqrt{2j+2} } = \frac{ \sqrt{2j(2j+2)} }{ 2j+1 } . $$

Since $2j(2j+2) = (2j+1)^2-1$, setting $\rho = 2j+1$ gives, in the order $(A,B)$,

$$ P_k = \begin{pmatrix} -1/\rho & \sqrt{1-1/\rho^2} \\ \sqrt{1-1/\rho^2} & 1/\rho \end{pmatrix} , \qquad \rho = 2S_{k-1}+1 . \tag{6} $$

Its trace is zero, as it must be for one pair triplet and one pair singlet, and its square is the unit matrix, as for any exchange. For $j=\tfrac12$ the lower diagonal element is $1/2$, the overlap found at the beginning.

### What the numbers mean

By (3), $(1+P_k)/2$ projects onto the pair triplet. The triplet weight is therefore $(1-1/\rho)/2$ in $A$ and $(1+1/\rho)/2$ in $B$. For $j=\tfrac12$ these weights are $1/4$ and $3/4$.

As $j$ grows, both weights approach $1/2$, the diagonal elements vanish, and the off-diagonal elements approach one. The reason can be read from (4) and (5): for large $j$ the coefficient of $|j;\alpha\beta\rangle$ in $A$ and that of $|j;\beta\alpha\rangle$ in $B$ approach one, and all others vanish. In $A$, electron $k$ is then added along the spin $j$ and electron $k+1$ against it; in $B$ the order is reversed. In this limit the exchange simply turns one order into the other. At finite $j$ the other terms in (4) and (5) remain, and the exchanged function keeps an overlap of magnitude $1/\rho$ with the original one. For $j=5/2$ the diagonal magnitude is still 0.167, while the off-diagonal element is already 0.986.

## Second half: the tableau, general permutations and an example

### Symbols and results carried over

A path $T=(S_1,\dots,S_N)$ lists the partial spins of $N$ electrons coupled in order, and $X_T$ is its genealogical function, with the projection $M$ suppressed. The operator $P_k$ exchanges the spins of electrons $k$ and $k+1$ and can change no path label except $S_k$. With $j=S_{k-1}$, the first half gave these results:

- If $S_{k+1}=j\pm1$, then $P_kX_T = X_T$.
- If $S_{k+1}=j=0$, then $P_kX_T=-X_T$.
- If $S_{k+1}=j>0$, the diagonal element is $-1/\rho$ for $S_k=j+\tfrac12$ and $+1/\rho$ for $S_k=j-\tfrac12$, with $\rho=2j+1$. The element joining the two functions is $+\sqrt{1-1/\rho^2}$.

The exchange of two neighbours in the coupling order is now known for every path: it mixes at most two functions, with matrix elements fixed by the partial spins around the pair. What remains is to read these elements from a tableau, build all other permutations from them, and apply the result to four spins.
